# Gas-phase heterolytic H2 cleavage and the Coulomb attraction of its ions

**Question.** A hydrogen molecule in the gas phase is split unevenly: one nucleus leaves bare, and the other keeps both electrons. How much energy does this take, how much of it does the attraction between the two ions return when they are 2 Å apart, and how do these amounts scale?

**Answer.** The reaction is

\[
\mathrm{H_2 \rightarrow H^+ + H^-},
\]

with isolated ions in vacuum as products. Its enthalpy follows from three simpler processes, because enthalpy depends on the end states and not on the route:

\[
\begin{aligned}
\mathrm{H_2} &\rightarrow \mathrm{2\,H} && +D,\\
\mathrm{H} &\rightarrow \mathrm{H^+ + e^-} && +I,\\
\mathrm{H + e^-} &\rightarrow \mathrm{H^-} && -A .
\end{aligned}
\]

Here \(D\) is the bond dissociation enthalpy, \(I\) the ionisation energy of the atom, and \(A\) its electron affinity, counted positive when the anion is bound. The third line therefore carries a minus sign. On adding the lines, both atoms and the electron cancel, so no convention for the enthalpy of a free electron is needed:

\[
\Delta H_{\rm het}=D+I-A .
\]

The first term is the price of breaking the bond evenly. The difference \(I-A\) is the extra price of moving an electron from one free atom to the other.

### The bond term

Let \(E(\mathrm{H_2})\) be the energy of the molecule at its equilibrium distance with the nuclei held fixed. The well depth is \(D_e=2E(\mathrm H)-E(\mathrm{H_2})\). The real molecule starts above the bottom of the well by its zero-point energy \(E_{\rm zp}\), so at 0 K

\[
D_0=D_e-E_{\rm zp}.
\]

At temperature \(T\) an ideal monatomic gas has thermal enthalpy \(\tfrac32RT\) from translation plus \(pV=RT\), together \(\tfrac52RT\) per mole. The molecule has the same, plus \(RT\) from two classical rotations, while its vibration stays in the lowest level near room temperature. Two atoms replace one molecule, hence

\[
D=D_0+2\cdot\tfrac52RT-\tfrac72RT=D_0+\tfrac32RT .
\]

Turning the atoms into ions adds no thermal term, since H, H⁺ and H⁻ are all monatomic gases with the same translational enthalpy, and no electronic excitation contributes.

The electronic energies come from full configuration interaction, which solves the two-electron problem completely within a chosen set of orbitals. With the cc-pVQZ basis it gives \(E(\mathrm{H_2})=-1.17380\) hartree at 1.4031 bohr, within 0.0003 bohr of the minimum of the cc-pVTZ curve, and \(E(\mathrm H)=-0.499946\) hartree. With 1 hartree equal to 2625.50 kJ/mol,

\[
D_e=(1.17380-2\times0.499946)\times2625.50
=456.6\ \mathrm{kJ/mol}.
\]

The zero-point energy is found by solving the radial vibrational equation on a grid, on a curve interpolated through cc-pVTZ energies. It is 26.1 kJ/mol. At 298.15 K, \(RT=2.479\) kJ/mol, and

\[
D=456.6-26.1+3.7=434.2\ \mathrm{kJ/mol}.
\]

Here and below, sums are formed before rounding, so a last digit may differ by one from the sum of the printed terms.

The classical rotational term can be judged by summing over the levels of a rigid rotor, with nuclear-spin weights 1 for even and 3 for odd rotational quantum numbers. The sum gives 2.25 kJ/mol above the lowest level, against \(RT=2.48\) kJ/mol. The classical formula thus makes the molecular enthalpy too high, and \(D\) too low, by about 0.2 kJ/mol.

### The ionisation term

With the electron–proton reduced mass \(\mu\) in electron masses, the s-wave equation for \(u(r)=r\psi(r)\) is

\[
-\frac{1}{2\mu}u''-\frac{u}{r}=Eu .
\]

Try \(u=re^{-\mu r}\), which vanishes at the origin and at infinity and has no node between. Differentiating twice gives \(u''=(\mu^2r-2\mu)e^{-\mu r}\), so the left side becomes

\[
-\frac{\mu}{2}re^{-\mu r}+e^{-\mu r}-e^{-\mu r}
=-\frac{\mu}{2}u .
\]

The ground-state energy is \(-\mu/2\), and \(I=\mu/2\) hartree. With \(\mu=0.999456\),

\[
I=\tfrac12\times0.999456\times2625.50=1312.0\ \mathrm{kJ/mol}.
\]

### The affinity term

For a fixed nucleus the neutral atom has energy \(-\tfrac12\) hartree, so \(A=-\tfrac12-E(\mathrm{H^-})\). This is a small difference, and a crude wave function can give it the wrong sign.

To see this, put both electrons in the same orbital, proportional to \(e^{-\zeta r}\). Each has kinetic energy \(\zeta^2/2\) and nuclear attraction \(-\zeta\). For the repulsion, one electron's cloud produces at distance \(r\) the potential

\[
\phi(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right).
\]

This has the right limits: it tends to \(1/r\) far away and is finite at the origin. It also satisfies Poisson's equation, because \((r\phi)''=-4\zeta^3re^{-2\zeta r}\), which is \(-4\pi r\) times the density \((\zeta^3/\pi)e^{-2\zeta r}\). Averaging \(\phi\) over the other electron, whose radial density is \(4\zeta^3r^2e^{-2\zeta r}\), gives three integrals, one for each term:

\[
\left\langle\frac1{r_{12}}\right\rangle
=\zeta-\frac{\zeta}{8}-\frac{\zeta}{4}=\frac58\zeta .
\]

The total energy is then

\[
E(\zeta)=\zeta^2-2\zeta+\tfrac58\zeta=\zeta^2-\tfrac{11}{8}\zeta .
\]

It is lowest at \(\zeta=\tfrac{11}{16}\), where \(E=-(11/16)^2=-0.473\) hartree. That lies above the \(-0.5\) hartree of an atom plus a distant electron, so this model predicts no stable anion. Its two electrons share one compact orbital and do not avoid each other.

A better trial function contains the interelectronic distance explicitly:

\[
\Psi=e^{-k(r_1+r_2)}\sum_{l,m,n}c_{lmn}(r_1+r_2)^l(r_1-r_2)^m r_{12}^{\,n}.
\]

Even \(m\) makes it symmetric under exchange of the electrons, as a spin singlet requires. Minimising the energy over \(k\) and the coefficients, with \(l+m+n\le5\), gives \(E(\mathrm{H^-})=-0.52771\) hartree. Stopping at total degree 4 gives \(-0.52767\), a change of about 0.1 kJ/mol. Thus

\[
A=(0.52771-0.5)\times2625.50=72.7\ \mathrm{kJ/mol}.
\]

### The size of the heterolytic cost

The three terms combine to

\[
\Delta H_{\rm het}=434.2+1312.0-72.7
=1673.4\ \mathrm{kJ/mol}=17.34\ \mathrm{eV},
\]

or about 1675 kJ/mol to the nearest 5. The electron transfer accounts for \(I-A=1239.3\) kJ/mol, nearly three quarters of the total. Splitting the molecule evenly costs 434 kJ/mol, so for isolated products the uneven split is almost four times as expensive.

The main numerical uncertainty is in the bond. Going from cc-pVTZ to cc-pVQZ raises the well depth from 453.5 to 456.6 kJ/mol, and cc-pV5Z raises it by a further 0.9 kJ/mol. The cc-pVQZ well depth, and with it \(D\) and \(\Delta H_{\rm het}\), is therefore probably too low by 1 to 2 kJ/mol. Also left out are relativity, corrections to the separation of electronic and nuclear motion, and the effect of the moving nucleus on \(A\). An estimate of 1675 kJ/mol should therefore be read as good to a few kJ/mol.

The cost hardly depends on temperature. While rotation is classical and vibration unexcited, it changes by \(\tfrac32R\) per kelvin, or about 1.2 kJ/mol per 100 K; the sum over rotational levels gives 1.3 near room temperature.

### What the Coulomb attraction returns

Now treat the ions as points with charges \(+e\) and \(-e\). At separation \(x\) they attract with a force of magnitude \(e^2/(4\pi\varepsilon_0x^2)\). The energy released when they approach from infinity to \(R\) is

\[
S(R)=N_A\int_R^\infty\frac{e^2}{4\pi\varepsilon_0x^2}\,dx
=\frac{N_Ae^2}{4\pi\varepsilon_0R}.
\]

The interaction energy is \(-S\); the stabilisation \(S\) is positive. In atomic units \(S=1/R\). Since 2 Å is 3.7795 bohr,

\[
S(2\,\text{Å})=\frac{2625.50}{3.7795}
=694.7\ \mathrm{kJ/mol}=7.20\ \mathrm{eV}.
\]

This is about 42% of the heterolytic cost. What remains is

\[
1673.4-694.7=978.8\ \mathrm{kJ/mol}=10.14\ \mathrm{eV}.
\]

This difference joins a reaction enthalpy to the energy of a pair held at a fixed distance. Such a pair has no ordinary gas enthalpy, so the result is an estimate, and thermal terms of a few kJ/mol have no clear meaning in it.

The scaling with distance is simple. With \(R\) in ångström, \(S=1389.4/R\) kJ/mol, and the remaining cost is \(1673.4-1389.4/R\):

| \(R\) (Å) | \(S\) (kJ/mol) | Remaining cost (kJ/mol) |
|---:|---:|---:|
| 2 | 695 | 979 |
| 4 | 347 | 1326 |
| 8 | 174 | 1500 |
| 20 | 69 | 1604 |

Doubling the distance halves the stabilisation. The attraction has a long reach: at 20 Å it is still about 28 times \(RT\) at room temperature. Near 2 Å the slope is \(S/R=347\) kJ/mol per ångström, so an uncertainty of 0.1 Å in the separation matters by about 35 kJ/mol, far more than the errors in \(D\), \(I\) and \(A\). For point ions of charges \(+z_1e\) and \(-z_2e\), the stabilisation is multiplied by \(z_1z_2\).

### Is the hydride ion a point at 2 Å?

The proton is very small on this scale, but the hydride ion is not. Let \(\rho(r)\) be its spherical electron density, which integrates to 2, and first keep this density frozen. By the shell theorem, a shell of radius \(r\) acts on a proton at \(R\) as if its charge were at the centre when \(r<R\), and gives the constant potential of its surface when \(r>R\). In atomic units the interaction energy is therefore

\[
E_{\rm fr}=\frac1R-\int_0^R4\pi r^2\rho\,\frac{dr}{R}
-\int_R^\infty4\pi r^2\rho\,\frac{dr}{r}.
\]

The first term is the repulsion between the nuclei. The charge inside \(R\) is 2 minus the charge outside, so the first integral can be rewritten:

\[
\int_0^R4\pi r^2\rho\,\frac{dr}{R}
=\frac2R-\int_R^\infty4\pi r^2\rho\,\frac{dr}{R}.
\]

Substitution gives

\[
E_{\rm fr}=-\frac1R+P,\qquad
P=\int_R^\infty4\pi r^2\rho\left(\frac1R-\frac1r\right)dr .
\]

The bracket is positive for \(r>R\), so \(P\) weakens the attraction. It is the penetration loss: electrons farther out than the proton attract it less than they would from the centre.

The density was computed by full configuration interaction in a set of 12 s, 7 p and 5 d Gaussian shells. It places 0.448 electrons beyond 2 Å, more than a fifth of the cloud. The integral gives \(P=92.6\) kJ/mol. Including higher angular momenta lowers these figures to about 0.446 electrons and 92 kJ/mol, so the finite basis leaves both too high by somewhat under 1%. The interaction energy is then

\[
E_{\rm fr}=-694.7+92.6=-602.1\ \mathrm{kJ/mol}.
\]

If the outer 0.448 electrons did not attract the proton at all, the loss would be \(0.448\times694.7=311\) kJ/mol. The actual loss is 30% of that, because these electrons still attract, with a potential \(1/r\) instead of \(1/R\). With the frozen cloud, the remaining cost at 2 Å rises from 979 to 1071 kJ/mol.

### How the corrections fall off

Far from the nucleus, the outer electron of H⁻ moves in the field of a neutral atom, which is weak there. Its radial function then obeys \(-\tfrac12u''=-Au\), with \(A\) in hartree, and decays as

\[
u\propto e^{-\kappa r},\qquad
\kappa=\sqrt{2A}=\sqrt{2\times0.02771}=0.235\ \mathrm{bohr^{-1}}.
\]

The radial density \(4\pi r^2\rho\) tends to \(Ne^{-2\kappa r}\), where \(N\) is a constant. Its decay length \(1/(2\kappa)\) is 2.1 bohr, or 1.1 Å. The small affinity is what makes the ion so diffuse.

For \(\kappa R\gg1\), the electrons that matter lie just beyond \(R\), and \(1/R-1/r\approx(r-R)/R^2\). With \(y=r-R\),

\[
P\approx\frac{Ne^{-2\kappa R}}{R^2}\int_0^\infty y\,e^{-2\kappa y}\,dy
=\frac{Ne^{-2\kappa R}}{4\kappa^2R^2}.
\]

The penetration loss thus dies off exponentially, much faster than the Coulomb term. At 2 Å, however, \(\kappa R=0.89\), so this limiting law does not yet apply, and the full integral is needed. The law is approached slowly: it overestimates \(P\) by a relative amount of order \(1/(\kappa R)\), still about 15% at \(\kappa R=5\).

A second correction comes from letting the cloud deform. At large \(R\) the proton's field at the anion is \(F=1/R^2\). An ion of polarisability \(\alpha\) acquires the dipole \(\alpha F\), and its energy falls by

\[
\int_0^F\alpha F'\,dF'=\frac{\alpha F^2}{2}=\frac{\alpha}{2R^4}.
\]

This strengthens the attraction and, being a power law, outlasts the penetration loss at large distance. It assumes that the field is nearly uniform across the ion, which cannot hold when a fifth of the cloud lies beyond the proton. At 2 Å the formula should not be used.

### What the electrons do if left free

With the nuclei fixed 2 Å apart, the frozen ion pair is one possible two-electron state. The variational principle says that the true ground state cannot lie above it. Full configuration interaction in the cc-pVQZ basis puts this ground state 1296.3 kJ/mol below the separated ions, compared with 602.1 kJ/mol for the frozen pair. Adding diffuse functions (aug-cc-pVQZ) lowers this ground state by a further 1.3 kJ/mol, so the first figure, and the 57 and 400 kJ/mol below, are good to 1 or 2 kJ/mol.

The neutral atoms explain most of this gap. Two free atoms lie \(I-A=1239.3\) kJ/mol below the separated ions, so the ground state at 2 Å is only about 57 kJ/mol below two free atoms. It is a stretched, weakly bonded H₂ molecule, not an ion pair. Measured from the bottom of the molecular well, it costs 400 kJ/mol. On the same electronic scale, without zero-point or thermal terms, the point-ion pair costs

\[
456.6+1312.0-72.7-694.7=1001\ \mathrm{kJ/mol}.
\]

Pulling an isolated molecule slowly apart therefore leads to two atoms. The figure of 695 kJ/mol describes ions that are already formed and whose charges stay in place. It does not describe the energy of the ground state of H₂ at 2 Å.

Point ions would fall to the energy of two free atoms at \(1389.4/1239.3=1.12\) Å. The proton would then be deep inside the hydride cloud, so this distance is an artefact of the point model, which is already inaccurate at 2 Å, and not a real crossing. With the frozen cloud the attraction peaks at about 750 kJ/mol near 1.1 Å, far short of 1239 kJ/mol.

### Comparison with chemical activation of H₂

In a reactor, a solution or a metal complex, heterolytic cleavage does not release a bare proton and a free hydride ion. A base B takes up the proton and an acceptor M takes up the hydride. Let \(P_{\rm B}\) and \(H_{\rm M}\) be the enthalpies released in these two steps. Adding them to the cycle gives, for separated products,

\[
\Delta H=\Delta H_{\rm het}-P_{\rm B}-H_{\rm M}.
\]

For ammonia as the base, \(P_{\rm B}\) is roughly 850 kJ/mol, so the base alone pays about half of the 1673 kJ/mol and leaves some 820 kJ/mol. The hydride acceptor, the attraction between the product ions and the surroundings must supply the rest. If the acceptor is neutral, the product ions are singly charged, and with their charge centres 3 Å apart the point-charge attraction is 463 kJ/mol. Such systems thus do not meet the assumption of free ions in vacuum, and dropping it shifts the result by many hundreds of kJ/mol. The gas-phase value remains useful as the total that binding, attraction and surroundings must together repay before heterolytic cleavage becomes favourable in enthalpy.
